# Plane-averaged potential curvature and dielectric screening in charged periodic cells, part 1

(Sections cited here and not found follow in the second part.)

A periodic cell of volume $V$ that carries a net charge $q$ has a finite electrostatic potential only if a compensating charge $-q$ per cell is added, which is taken here as a uniform background of density $-q/V$. In Hartree atomic units and Gaussian electrostatics a second derivative of the potential $\phi$ has the dimension of a charge density. The curvature of $\phi$ averaged over planes with unit normal $\mathbf n$ can therefore be written as $q/V$ times a dimensionless function of the dielectric tensor $\varepsilon$, of $\mathbf n$, and possibly of the cell shape and the position relative to the charge. Where the averaged charge density vanishes, symmetry and the Poisson equation fix that function. Take a linear medium with a constant, positive-definite tensor, so that

$$-\partial_i\,\varepsilon_{ij}\,\partial_j\phi=4\pi\left(\rho-\frac qV\right),$$

with repeated indices summed, $\rho$ the periodic external charge density of total $q$ per cell, and $\phi$ periodic with zero cell average. Since $\partial_i\partial_j$ is symmetric, an antisymmetric part of a constant $\varepsilon$ drops out, and $\varepsilon$ is taken symmetric. The equation is linear and unchanged by translations, so the average of $\phi$ over all translations perpendicular to $\mathbf n$ is the solution for the source averaged in the same way. That source depends only on $z=\mathbf n\cdot\mathbf r$ and carries no trace of the in-plane cell shape. Now change coordinates by $\mathbf r'=S\mathbf r$. The chain rule gives $\partial_i=S_{ki}\partial'_k$, so the equation keeps its form with $\varepsilon'=S\varepsilon S^{T}$. If $S^{T}\mathbf n=\mathbf n$, then $z'=\mathbf n\cdot S\mathbf r=(S^T\mathbf n)\cdot\mathbf r=z$. The averaged source is the same function of $z$, and the averaged potential is therefore the same for $\varepsilon$ and for $\varepsilon'$. Such maps preserve

$$\varepsilon_{nn}\equiv\mathbf n\cdot\varepsilon\cdot\mathbf n,$$

because $\mathbf n\cdot\varepsilon'\mathbf n=(S^T\mathbf n)\cdot\varepsilon\,(S^T\mathbf n)$, and they can remove everything else. The shear $S=1+\mathbf w\mathbf n^{T}$ with $\mathbf w\perp\mathbf n$ has $S^T\mathbf n=\mathbf n+\mathbf n(\mathbf w\cdot\mathbf n)=\mathbf n$, and for an in-plane vector $\mathbf t$ it gives $\mathbf t\cdot\varepsilon'\mathbf n=\mathbf t\cdot\varepsilon\mathbf n+(\mathbf w\cdot\mathbf t)\,\varepsilon_{nn}$, which vanishes when $\mathbf w$ is the in-plane part of $-\varepsilon\mathbf n/\varepsilon_{nn}$. A further map acting within the plane turns the remaining positive $2\times2$ block into any positive multiple of the unit matrix. Only $\varepsilon_{nn}$ survives. Multiplying $\varepsilon$ by $\lambda$ divides $\phi$ by $\lambda$, so the curvature is $q/(\varepsilon_{nn}V)$ times a factor independent of $\varepsilon$, and the vacuum equation $\nabla^2\phi=4\pi q/V$ in a charge-free region sets that factor to $4\pi$.

The argument is silent on whether, for a given $\mathbf n$, the averaged source has a charge-free region at all. The Fourier solution answers this. Let $\mathbf a_i$ be the cell vectors and $\mathbf b_j$ the reciprocal vectors, $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and write $\rho=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ with $\rho_{0}=q/V$. Each derivative brings down $iG_i$, so the left side becomes $(\mathbf G\cdot\varepsilon\cdot\mathbf G)\,\phi_{\mathbf G}$. At $\mathbf G=0$ it vanishes, which is why the background must cancel $\rho_0$, and $\phi_0=0$ is the zero-mean convention. For all other $\mathbf G$ the quadratic form is positive and

$$\phi_{\mathbf G}=\frac{4\pi\rho_{\mathbf G}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}.$$

Choose $\mathbf G_0=h\mathbf b_1+k\mathbf b_2+l\mathbf b_3$ with coprime integers and set $\mathbf n=\mathbf G_0/|\mathbf G_0|$. For lattice vectors $\mathbf R$ the product $\mathbf G_0\cdot\mathbf R$ takes every value in $2\pi\mathbb Z$, so the lattice points lie on planes of spacing $d=2\pi/|\mathbf G_0|$. The points in one plane form a two-dimensional lattice with primitive vectors $\mathbf u,\mathbf v$ and cell area $A=V/d$. The planar average is

$$\bar f(z)=\int_0^1\!ds_1\int_0^1\!ds_2\;f(s_1\mathbf u+s_2\mathbf v+z\mathbf n).$$

For $f=e^{i\mathbf G\cdot\mathbf r}$ it contains the factor $\int_0^1e^{is_1\mathbf G\cdot\mathbf u}ds_1$, and $\mathbf G\cdot\mathbf u$ is an integer multiple of $2\pi$, so the factor is zero unless $\mathbf G\cdot\mathbf u=0$, and likewise for $\mathbf v$. The survivors are parallel to $\mathbf n$, and because $\mathbf G_0$ is the shortest reciprocal vector in that direction they are $\mathbf G=m\mathbf G_0$ with integer $m$. For these, $\mathbf G\cdot\varepsilon\cdot\mathbf G=m^2g^2\varepsilon_{nn}$ with $g=2\pi/d$, and

$$\bar\phi(z)=\frac{4\pi}{\varepsilon_{nn}}\sum_{m\ne0}\frac{\rho_{m\mathbf G_0}}{m^2g^2}\,e^{imgz}.$$

Two derivatives multiply each term by $-m^2g^2$, and the same averaging rule gives $\bar\rho(z)=q/V+\sum_{m\neq0}\rho_{m\mathbf G_0}e^{imgz}$. Hence

$$\varepsilon_{nn}\,\bar\phi''(z)=-4\pi\left(\bar\rho(z)-\frac qV\right),\qquad \kappa\equiv\bar\phi''=\frac{4\pi q}{\varepsilon_{nn}V}\ \text{ where }\bar\rho=0 .$$

The sign is that of the electrostatic potential, which for $q>0$ curves upward between the charged planes. The potential energy of an electron is $-\phi$ and curves the other way.

Two geometric conditions follow. The direction that enters is the plane normal: for planes spanned by $\mathbf a_1$ and $\mathbf a_2$ it is $\mathbf b_3/|\mathbf b_3|$, which is parallel to $\mathbf a_3$ only if $\mathbf a_3$ is perpendicular to both, and $z$ is the distance along the normal. If no reciprocal vector is parallel to $\mathbf n$, the average must be taken over the infinite plane, for instance with the weight $e^{-s^2/2L^2}/(2\pi L^2)$ in the in-plane displacement $\mathbf s$. This multiplies each term by the Gaussian transform $e^{-G_\parallel^2L^2/2}$, with $\mathbf G_\parallel$ the in-plane part of $\mathbf G$. For a smooth charge the series converges absolutely, the limit $L\to\infty$ can be taken term by term, every $\mathbf G\neq0$ is removed, and $\bar\phi=0$. Then $\bar\rho=q/V$ at every $z$ and there is no curvature to measure.

The real-space form of the result shows why the other elements of $\varepsilon$ are absent. Let $\mathbf E=-\nabla\phi$ and $\mathbf D=\varepsilon\mathbf E$. An in-plane derivative of a periodic function integrates to zero over the in-plane cell, so $\bar{\mathbf E}=\bar E_n\mathbf n$ with $\bar E_n=-\bar\phi'$, and $\overline{\nabla\cdot\mathbf D}=\bar D_n'$. Then $\bar D_n=\mathbf n\cdot\varepsilon\bar{\mathbf E}=\varepsilon_{nn}\bar E_n$. The average field is along $\mathbf n$, while the average displacement has an in-plane part that depends only on $z$ and so has no divergence. Had $\mathbf D$ been the vector along $\mathbf n$, the relation would be $E_n=(\mathbf n\cdot\varepsilon^{-1}\mathbf n)D_n$, with the constant $1/(\mathbf n\cdot\varepsilon^{-1}\mathbf n)$. The Cauchy–Schwarz inequality, $1=(\varepsilon^{1/2}\mathbf n\cdot\varepsilon^{-1/2}\mathbf n)^2\le\varepsilon_{nn}\,(\mathbf n\cdot\varepsilon^{-1}\mathbf n)$, shows that this constant never exceeds $\varepsilon_{nn}$ and equals it only when $\varepsilon^{1/2}\mathbf n\parallel\varepsilon^{-1/2}\mathbf n$, that is when $\mathbf n$ is a principal axis.

For a point charge at the origin $\bar\rho=(q/A)\sum_m\delta(z-md)$. On $0<z<d$ the equation is $\bar\phi''=\kappa$. A delta source leaves $\bar\phi$ continuous, so periodicity requires $\bar\phi(0)=\bar\phi(d)$ and $\bar\phi=\tfrac\kappa2(z^2-dz)+c$. The mean of $z^2-dz$ is $d^2/3-d^2/2=-d^2/6$, so zero mean gives $c=\kappa d^2/12$ and

$$\bar\phi(z)=\frac{2\pi q}{\varepsilon_{nn}V}\left(z^2-dz+\frac{d^2}{6}\right).$$

The slope is $-\kappa d/2$ just above a charged plane and $+\kappa d/2$ just below, a jump of $-\kappa d=-4\pi q/(\varepsilon_{nn}A)$, as Gauss's law requires of a screened sheet. The drop from cusp to minimum is $\bar\phi(0)-\bar\phi(d/2)=\kappa d^2/8=\pi qd^2/(2\varepsilon_{nn}V)$. Since $\varepsilon_{nn}$ is never below the smallest eigenvalue $\varepsilon_{\min}$ of $\varepsilon$, its magnitude is at most $\pi|q|d^2/(2\varepsilon_{\min}V)$, so high-index families with small $d$ approach the flat average of a non-lattice normal. At $\varepsilon=1$ the curvature is the bare $4\pi q/V$, and it tends to zero in the metallic limit $\varepsilon_{nn}\to\infty$. Since $\bar\phi''=-4\pi\bar\rho_{\rm tot}$ for the total charge, the plane-averaged total density between the charges is $-q/(\varepsilon_{nn}V)$: the medium screens the background as it screens the defect.

Read backwards, the result is a measurement, $\varepsilon_{nn}=4\pi q/(\kappa V)$. One normal yields one number, and six suitably chosen normals yield the tensor in any cell. With $M_{ij}=\mathbf b_i\cdot\varepsilon\cdot\mathbf b_j$, the product $|\mathbf G_0|^2\varepsilon_{nn}$ equals $M_{11}$ for $(100)$, $M_{11}+M_{22}+2M_{12}$ for $(110)$, and so on, so the families $(100),(010),(001),(110),(101),(011)$ determine $M$. The completeness relation $\sum_i\mathbf a_i\mathbf b_i^T=2\pi\,1$ then gives $\varepsilon=\sum_{ij}\mathbf a_iM_{ij}\mathbf a_j^{T}/(2\pi)^2$.

A numerical example can start from the three-dimensional potential of a point charge. With $\mathbf r'=\varepsilon^{-1/2}\mathbf r$ the operator becomes $-\nabla'^2$, the delta function becomes $\delta(\mathbf r')/\sqrt{\det\varepsilon}$, and the cell volume becomes $V'=V/\sqrt{\det\varepsilon}$. An isolated charge has the potential $q/(\sqrt{\det\varepsilon}\,\varrho)$ with $\varrho=|\mathbf r'|=\sqrt{\mathbf r\cdot\varepsilon^{-1}\mathbf r}$. In the Ewald method a Gaussian $\propto e^{-\gamma^2\varrho^2}$ of the same charge is subtracted and added. The point charge minus the Gaussian has the potential $\operatorname{erfc}(\gamma\varrho)/\varrho$ in primed coordinates, with cell average $(4\pi/V')\int_0^\infty\varrho\operatorname{erfc}(\gamma\varrho)\,d\varrho=\pi/(\gamma^2V')$, which is subtracted to keep zero mean. The Gaussian has the form factor $e^{-G'^2/4\gamma^2}$ with $G'^2=\mathbf G\cdot\varepsilon\cdot\mathbf G$. Using $V'\sqrt{\det\varepsilon}=V$,

$$\frac{\phi(\mathbf r)}{q}=\sum_{\mathbf R}\frac{\operatorname{erfc}(\gamma\varrho_{\mathbf R})}{\sqrt{\det\varepsilon}\,\varrho_{\mathbf R}}+\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}\cos\mathbf G\cdot\mathbf r-\frac{\pi}{\gamma^2V},$$

where $\varrho_{\mathbf R}$ is $\varrho$ evaluated at $\mathbf r-\mathbf R$. The first sum contains only $\varepsilon^{-1}$ and $\det\varepsilon$. It is compatible with a result in $\varepsilon_{nn}$ because the plane $\mathbf n\cdot\mathbf r=z$ reads $(\varepsilon^{1/2}\mathbf n)\cdot\mathbf r'=z$, and $|\varepsilon^{1/2}\mathbf n|^2=\varepsilon_{nn}$, so its distance from the origin in primed coordinates is $z/\sqrt{\varepsilon_{nn}}$.

Take round model parameters: $q=1$, $\mathbf a_1=(20,0,0)$, $\mathbf a_2=(4,22,0)$, $\mathbf a_3=(6,-3,24)$ bohr, and

$$\varepsilon=\begin{pmatrix}6&1&2\\1&8&1.5\\2&1.5&10\end{pmatrix}.$$

The volume is $20\cdot22\cdot24=10560$ bohr$^3$ and $4\pi q/V=1.189997\times10^{-3}$, all curvatures being in hartree/(e bohr$^2$). For $(001)$ the normal is $\hat{\mathbf z}$, $A=20\cdot22=440$ bohr$^2$, $d=24$ bohr and $\varepsilon_{nn}=10$, so $\kappa=1.189997\times10^{-4}$, or 11.56 mV/Å$^2$. The drop to the minimum is $\kappa\cdot24^2/8=0.008568$ hartree/e and the slope jump is $-24\kappa=-2.856\times10^{-3}$ hartree/(e bohr). At $z=7.2$ bohr the parabola gives $\tfrac12\kappa\,(51.84-172.8+96)=-0.00148512$ hartree/e. The Ewald sum, evaluated on a uniform grid over the in-plane cell and averaged, gives $-0.00148512$, $-0.00277031$ and $-0.00251327$ hartree/e at $z=7.2$, $10.8$ and $14.4$ bohr. The second difference, exact for a parabola, is $(2\cdot0.00277031-0.00148512-0.00251327)/3.6^2=1.190\times10^{-4}$, which returns $\varepsilon_{nn}=10.00$. Three other contractions of the same tensor differ from this value by more than 2%. With $\det\varepsilon=430.5$ and cofactor $6\cdot8-1=47$, $1/(\varepsilon^{-1})_{zz}=430.5/47=9.1596$. Contraction along $\mathbf a_3$ gives $6372/621=10.2609$, and a third of the trace is 8.

For $(100)$ the normal is along $\mathbf a_2\times\mathbf a_3=48\,(11,-2,-3)$, so $d=10560/(48\sqrt{134})=19.0051$ bohr and $\varepsilon_{nn}=(726+32+90-44-132+18)/134=5.14925$. The same grid averaging and second difference, at heights $0.30d$, $0.45d$ and $0.60d$, gives the following, with $\varepsilon_{nn}$ computed from the tensor.

Where the plane-averaged external charge vanishes, the averaged potential has curvature $4\pi q/(\varepsilon_{nn}V)$, so each lattice-plane normal yields one number, $\varepsilon_{nn}$, as the $(001)$ example confirms. The next part opens with the table of results for six plane families, then treats charge that extends into the region where the curvature is taken, layered media and a lattice of polarizable sites.
